# Handedness of ferroelectric Bloch walls with a centrosymmetric parent phase: test program

```python
"""Left- and right-handed Bloch walls in a ferroelectric with a centrosymmetric parent.

Result under test: without a chiral bias the two hands have equal energy.
Wall normal x; P = (0, Py, Pz); Pz runs from -s*P0 to +s*P0 with s = +1 or -1.
Energy density: g/2 |P'|^2 + lam/4 (P^2-P0^2)^2 + kap/2 Py^2, plus optional terms:
  D (Py Pz' - Pz Py')      chiral bias, odd under inversion
  -E Py                    transverse electric field, odd under inversion
  mu Py^2 (Pz^2-P0^2)      anisotropic strain clamping, even under inversion
  nu Py Pz (P0^2-Pz^2)     low-symmetry term, even under inversion
  eta Pz^2 Py'             low-symmetry gradient term, even under inversion
Handedness = sign of the integral of (Py Pz' - Pz Py'); positive is right-handed.
Working units: P in P0, x in nm, density in MJ/m^3, so wall energy is in mJ/m^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as q_e, epsilon_0
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize

# Chosen model parameters, SI
P0 = 0.25            # C/m^2
well_depth = 1.0e7   # J/m^3, equals lam*P0^4/4
g = 1.0e-10          # J m^3/C^2
kap = 8.0e7          # J m/C^2
D_si = 2.0e-3        # J m^2/C^2
E_si = 1.0e6         # V/m
lam = 4 * well_depth / P0**4
nm = 1e-9

G = g * P0**2 / nm**2 / 1e6
LAM = lam * P0**4 / 1e6
KAP = kap * P0**2 / 1e6
D_BIAS = D_si * P0**2 / nm / 1e6
E_BIAS = E_si * P0 / 1e6


def wall_energy(py, pz, step, D=0.0, E=0.0, mu=0.0, nu=0.0, eta=0.0):
    """Energy above the uniform domains, and its gradient at every node."""
    tilt = E / KAP
    base = KAP * tilt**2 / 2 - E * tilt
    r = py**2 + pz**2 - 1
    density = (LAM / 4 * r**2 + KAP / 2 * py**2 - E * py
               + mu * py**2 * (pz**2 - 1) + nu * py * pz * (1 - pz**2))
    dy, dz = np.diff(py), np.diff(pz)
    mean_sq = (pz[:-1]**2 + pz[1:]**2) / 2
    energy = (step * np.sum(density - base)
              + G / (2 * step) * np.sum(dy**2 + dz**2)
              + D * np.sum(py[:-1] * pz[1:] - py[1:] * pz[:-1])
              + eta * np.sum(mean_sq * dy))
    gy = step * (LAM * r * py + KAP * py - E + 2 * mu * py * (pz**2 - 1)
                 + nu * pz * (1 - pz**2))
    gz = step * (LAM * r * pz + 2 * mu * py**2 * pz + nu * py * (1 - 3 * pz**2))
    gy[:-1] -= G / step * dy + D * -pz[1:] + eta * mean_sq
    gy[1:] += G / step * dy - D * pz[:-1] + eta * mean_sq
    gz[:-1] += -G / step * dz - D * py[1:] + eta * pz[:-1] * dy
    gz[1:] += G / step * dz + D * py[:-1] + eta * pz[1:] * dy
    return energy, gy, gz


def relax(s, amplitude, width, step=0.06, half=12.0, **terms):
    """Relax a wall with fixed end domains; Pz=0 is held at x=0 to fix its place."""
    n = 2 * int(round(half / step)) + 1
    mid = n // 2
    x = (np.arange(n) - mid) * step
    tilt = terms.get("E", 0.0) / KAP
    py = amplitude / np.cosh(x / width) + tilt
    pz = s * np.tanh(x / width)
    py[0] = py[-1] = tilt
    pz[-1] = s * np.sqrt(1 - tilt**2)
    pz[0] = -pz[-1]

    def objective(v):
        py[1:-1], pz[1:-1] = v[:n - 2], v[n - 2:]
        energy, gy, gz = wall_energy(py, pz, step, **terms)
        gz[mid] = 0.0
        return energy, np.concatenate([gy[1:-1], gz[1:-1]])

    start = np.concatenate([py[1:-1], pz[1:-1]])
    sol = minimize(objective, start, jac=True, method="L-BFGS-B",
                   options=dict(maxiter=20000, maxfun=40000, maxcor=30,
                                ftol=1e-15, gtol=1e-9, maxls=40))
    energy, grad = objective(sol.x)
    assert np.max(np.abs(grad)) < 1e-4
    return energy, x, py.copy(), pz.copy()


def half_turns(py, pz):
    """Rotation angle about +x on crossing the wall, in units of pi."""
    angle = np.unwrap(np.arctan2(pz, py))
    return (angle[-1] - angle[0]) / np.pi


# Closed forms, SI, then working units
q = np.sqrt(kap / g)
B = np.sqrt(P0**2 - 2 * kap / lam)
ratio_r = 2 * kap / (lam * P0**2)
sigma_B = 2 * np.sqrt(g * kap) * (P0**2 - 2 * kap / (3 * lam)) * 1e3
sigma_I = 4 / 3 * P0**3 * np.sqrt(g * lam / 2) * 1e3
b, xi = B / P0, 1 / q / nm

# The chiral density changes sign under inversion; checked on an explicit 3D field
X = sp.symbols("x y z")
field = sp.Matrix([X[0] * X[1] + X[2]**2 + 1, sp.sin(X[0]) + X[2],
                   X[0]**2 + X[1] + sp.cos(X[0])])


def p_curl_p(f):
    curl = sp.Matrix([sp.diff(f[2], X[1]) - sp.diff(f[1], X[2]),
                      sp.diff(f[0], X[2]) - sp.diff(f[2], X[0]),
                      sp.diff(f[1], X[0]) - sp.diff(f[0], X[1])])
    return sp.expand(f.dot(curl))


flip = {c: -c for c in X}
inverted = -field.subs(flip, simultaneous=True)
assert sp.simplify(p_curl_p(inverted)
                   + p_curl_p(field).subs(flip, simultaneous=True)) == 0
assert sp.simplify(p_curl_p(field)) != 0
fy, fz = sp.Function("fy")(X[0]), sp.Function("fz")(X[0])
assert sp.simplify(p_curl_p(sp.Matrix([0, fy, fz]))
                   + fy * sp.diff(fz, X[0]) - fz * sp.diff(fy, X[0])) == 0

# Four walls, three conditions; the two signs of Py start from unlike guesses
guess = {1: (0.5, 0.7), -1: (-0.95, 1.8)}
table = {}
for label, terms in (("none", {}), ("chiral", dict(D=D_BIAS)),
                     ("field", dict(E=E_BIAS))):
    for s in (1, -1):
        for sign in (1, -1):
            en, x, py, pz = relax(s, *guess[sign], **terms)
            if label != "field":
                assert abs(half_turns(py, pz) - s * sign) < 1e-6
            assert py[len(py) // 2] * sign > 0
            table[label, s, sign] = en
            if label == "none":
                assert abs(en / sigma_B - 1) < 1e-3   # finite grid step
                assert np.max(np.abs(py - sign * b / np.cosh(x / xi))) < 3e-3
                assert np.max(np.abs(pz - s * np.tanh(x / xi))) < 3e-3
free = [table["none", s, t] for s in (1, -1) for t in (1, -1)]
hand_gap = max(free) - min(free)
assert hand_gap < 1e-6

# Ising wall: higher in energy, exactly one unstable transverse mode
ising, x, py, pz = relax(1, 0.0, 1.0)
assert abs(ising / sigma_I - 1) < 2e-3 and ising > max(free)
assert abs(sigma_B / sigma_I - np.sqrt(ratio_r) * (3 - ratio_r) / 2) < 1e-12
h = x[1] - x[0]
modes = eigh_tridiagonal(2 * G / h**2 + KAP + LAM * (pz**2 - 1),
                         -G / h**2 * np.ones(len(x) - 1), eigvals_only=True)
assert np.sum(modes < 0) == 1 and abs(modes[0] - (KAP - LAM / 2)) < 0.05

# Chiral bias picks a hand; transverse field picks a sign of Py
chiral_split = table["chiral", 1, 1] - table["chiral", 1, -1]
chiral_formula = 2 * np.pi * D_si * B * P0 * 1e3
assert abs(chiral_split / chiral_formula - 1) < 0.01
assert abs(table["chiral", 1, 1] - table["chiral", -1, -1]) < 1e-6
assert abs(table["chiral", 1, -1] - table["chiral", -1, 1]) < 1e-6
field_split = table["field", 1, -1] - table["field", 1, 1]
field_formula = 2 * np.pi * B * E_si / q * 1e3
assert abs(table["field", 1, 1] - table["field", -1, 1]) < 1e-6
assert abs(table["field", 1, -1] - table["field", -1, -1]) < 1e-6
weak = [relax(1, *guess[t], E=E_BIAS / 10)[0] for t in (1, -1)]
assert abs((weak[1] - weak[0]) / (field_formula / 10) - 1) < 0.005

# Low-symmetry but centrosymmetric parent: only full inversion is left
low = dict(nu=2.0, eta=-2.0)
low_energy = {}
for s in (1, -1):
    for sign in (1, -1):
        en, x, py, pz = relax(s, *guess[sign], **low)
        assert abs(half_turns(py, pz) - s * sign) < 1e-6
        low_energy[s, sign] = en
        if (s, sign) == (1, 1):
            reversed_py = wall_energy(-py, pz, x[1] - x[0], **low)[0]
low_gap = max(abs(low_energy[s, 1] - low_energy[s, -1]) for s in (1, -1))
assert low_gap < 1e-6
assert abs(reversed_py - low_energy[1, 1]) > 0.01
assert abs(low_energy[1, 1] - low_energy[-1, 1]) > 1e-3

# Boundary line between left and right patches: trial field b(z) sech(qx)
line_formula = 4 / 3 * B**3 * np.sqrt(4 * g * lam / 3) / q
line_width = 1 / (b * np.sqrt(LAM / (3 * G)))
z = np.arange(-200, 201) * 0.04
amp = b * np.tanh(z / line_width)
sech, tanh = 1 / np.cosh(x / xi), np.tanh(x / xi)
uniform = wall_energy(b * sech, tanh, h)[0]
line_sum = 0.04 * sum(wall_energy(a * sech, tanh, h)[0] - uniform for a in amp)
line_sum += G / 2 * np.sum(np.diff(amp)**2) / 0.04 * h * np.sum(sech**2)
assert abs(line_sum * 1e-12 / line_formula - 1) < 3e-3

# Neglected strain: in-plane strain is clamped to the domain value
C11, C12, C44 = 2.0e11, 1.0e11, 1.2e11     # Pa, rough
Q11, Q12, Q44 = 0.10, -0.03, 0.05          # m^4/C^2, rough


def strain_density(a, c):
    e_y = Q11 * a**2 + Q12 * (c**2 - P0**2)
    e_z = Q12 * a**2 + Q11 * (c**2 - P0**2)
    stiff, cross = C11 - C12**2 / C11, C12 - C12**2 / C11
    return (stiff / 2 * (e_y**2 + e_z**2) + cross * e_y * e_z
            + C44 / 2 * (Q44 * a * c)**2)


A_el = strain_density(0, 0) / P0**4
kap_el = C44 * Q44**2 * P0**2
mu_si = (kap_el * P0**2 / 2 - strain_density(P0, 0)) / P0**4
for a, c in ((0.11, 0.17), (-0.2, 0.05)):
    split = (A_el * (a**2 + c**2 - P0**2)**2 + kap_el * a**2 / 2
             + mu_si * a**2 * (c**2 - P0**2))
    assert abs(split / strain_density(a, c) - 1) < 1e-9
assert kap_el < kap and 4 * A_el < lam
MU = mu_si * P0**4 / 1e6
strained = {t: relax(1, *guess[t], mu=MU) for t in (1, -1)}
assert abs(strained[1][0] - strained[-1][0]) < 1e-6
assert strained[1][0] < ising
strained_peak = np.max(strained[1][2]) * P0

# Other neglected effects
lattice = [relax(1, *guess[t], step=0.4)[0] for t in (1, -1)]
assert abs(lattice[0] - lattice[1]) < 1e-6
eps_background = 7.0
neel_cost = P0**2 / (2 * epsilon_0 * eps_background) / 1e6
kT = k_B * 300 / q_e
patch = 1e-16        # m^2, a 10 nm x 10 nm patch


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}")


show("P0", P0 * 100, "uC/cm2", ".2f")
show("well depth", well_depth / 1e6, "MJ/m3", ".2f")
show("g", g, "J m3/C2", ".2e")
show("kappa", kap, "J m/C2", ".2e")
show("lambda", lam, "J m5/C4", ".4e")
show("r = 2 kappa/(lambda P0^2)", ratio_r, "(no unit)")
show("Bloch amplitude B", B * 100, "uC/cm2", ".2f")
show("Bloch length 1/q", xi, "nm")
show("Ising length", np.sqrt(2 * g / lam) / P0 / nm, "nm")
show("sigma Bloch, formula", sigma_B, "mJ/m2", ".4f")
show("sigma Ising, formula", sigma_I, "mJ/m2", ".4f")
show("sigma Ising, relaxed", ising, "mJ/m2", ".4f")
show("Ising minus Bloch, formula", sigma_I - sigma_B, "mJ/m2")
show("same, 10x10 nm patch", (sigma_I - sigma_B) * 1e-3 * patch / q_e, "eV")
show("unstable Ising mode / P0^-2", modes[0], "MJ/m3")
print("relaxed walls, mJ/m2: no bias | chiral bias | field")
for s in (1, -1):
    for sign in (1, -1):
        name = ("-|+" if s > 0 else "+|-") + (" Py>0" if sign > 0 else " Py<0")
        hand = "right" if s * sign > 0 else "left"
        vals = " | ".join(f"{table[c, s, sign]:.4f}"
                          for c in ("none", "chiral", "field"))
        print(f"  {name} {hand}: {vals}")
show("largest spread without bias", hand_gap, "mJ/m2", ".1e")
show("chiral coefficient D", D_si, "J m2/C2", ".2e")
show("chiral splitting R-L, relaxed", chiral_split, "mJ/m2", ".4f")
show("chiral splitting, formula", chiral_formula, "mJ/m2", ".4f")
show("same, 10x10 nm patch", chiral_split * 1e-3 * patch / q_e, "eV")
show("transverse field", E_si / 1e8, "MV/cm")
show("field splitting, relaxed", field_split, "mJ/m2", ".4f")
show("field splitting, formula", field_formula, "mJ/m2", ".4f")
print("low-symmetry centrosymmetric parent:")
show("  nu P0^4", low["nu"], "MJ/m3", ".1f")
show("  eta P0^3", low["eta"], "MJ/m3 nm", ".1f")
show("  -|+ right", low_energy[1, 1], "mJ/m2", ".4f")
show("  -|+ left", low_energy[1, -1], "mJ/m2", ".4f")
show("  +|- left", low_energy[-1, 1], "mJ/m2", ".4f")
show("  +|- right", low_energy[-1, -1], "mJ/m2", ".4f")
show("  -|+ right with Py merely reversed", reversed_py, "mJ/m2", ".4f")
show("left/right line energy, upper bound", line_formula / q_e * nm, "eV/nm")
show("kT at 300 K", kT, "eV", ".4f")
show("strain share of well depth", A_el * P0**4 / 1e6, "MJ/m3", ".2f")
show("strain share of kappa", kap_el, "J m/C2", ".2e")
show("strain anisotropy mu P0^4", MU, "MJ/m3", ".2f")
show("with it: sigma right", strained[1][0], "mJ/m2", ".4f")
show("with it: sigma left", strained[-1][0], "mJ/m2", ".4f")
show("with it: peak Py", strained_peak * 100, "uC/cm2", ".2f")
show("with it: Ising minus Bloch", ising - strained[1][0], "mJ/m2")
show("0.4 nm lattice: sigma right", lattice[0], "mJ/m2", ".4f")
show("0.4 nm lattice: sigma left", lattice[1], "mJ/m2", ".4f")
show("Neel depolarization cost", neel_cost, "MJ/m3", ".0f")
show("Bloch anisotropy cost", KAP / 2, "MJ/m3", ".2f")
print("all assertions hold")
```

Printed output:

```
P0: 25.00 uC/cm2
well depth: 10.00 MJ/m3
g: 1.00e-10 J m3/C2
kappa: 8.00e+07 J m/C2
lambda: 1.0240e+10 J m5/C4
r = 2 kappa/(lambda P0^2): 0.250 (no unit)
Bloch amplitude B: 21.65 uC/cm2
Bloch length 1/q: 1.118 nm
Ising length: 0.559 nm
sigma Bloch, formula: 10.2486 mJ/m2
sigma Ising, formula: 14.9071 mJ/m2
sigma Ising, relaxed: 14.9014 mJ/m2
Ising minus Bloch, formula: 4.658 mJ/m2
same, 10x10 nm patch: 2.908 eV
unstable Ising mode / P0^-2: -14.994 MJ/m3
relaxed walls, mJ/m2: no bias | chiral bias | field
  -|+ Py>0 right: 10.2475 | 10.5865 | 9.4955
  -|+ Py<0 left: 10.2475 | 9.9065 | 11.0157
  +|- Py>0 left: 10.2475 | 9.9065 | 9.4955
  +|- Py<0 right: 10.2475 | 10.5865 | 11.0157
largest spread without bias: 7.1e-15 mJ/m2
chiral coefficient D: 2.00e-03 J m2/C2
chiral splitting R-L, relaxed: 0.6800 mJ/m2
chiral splitting, formula: 0.6802 mJ/m2
same, 10x10 nm patch: 0.424 eV
transverse field: 0.010 MV/cm
field splitting, relaxed: 1.5202 mJ/m2
field splitting, formula: 1.5209 mJ/m2
low-symmetry centrosymmetric parent:
  nu P0^4: 2.0 MJ/m3
  eta P0^3: -2.0 MJ/m3 nm
  -|+ right: 10.0114 mJ/m2
  -|+ left: 10.0114 mJ/m2
  +|- left: 10.0865 mJ/m2
  +|- right: 10.0865 mJ/m2
  -|+ right with Py merely reversed: 10.9818 mJ/m2
left/right line energy, upper bound: 0.110 eV/nm
kT at 300 K: 0.0259 eV
strain share of well depth: 2.61 MJ/m3
strain share of kappa: 1.88e+07 J m/C2
strain anisotropy mu P0^4: -6.02 MJ/m3
with it: sigma right: 13.9839 mJ/m2
with it: sigma left: 13.9839 mJ/m2
with it: peak Py: 14.20 uC/cm2
with it: Ising minus Bloch: 0.917 mJ/m2
0.4 nm lattice: sigma right: 10.1949 mJ/m2
0.4 nm lattice: sigma left: 10.1949 mJ/m2
Neel depolarization cost: 504 MJ/m3
Bloch anisotropy cost: 2.50 MJ/m3
all assertions hold
```
